# Tilt of a coherent film on a miscut substrate

## Problem

A crystalline film grows on a substrate cut at an angle $\phi=4^\circ$ from its (001) planes. The surface is a staircase of flat terraces separated by steps. The film is coherent: its lattice continues that of the substrate without misfit dislocations. Measured along the substrate's plane normal, the spacing of the strained film's (001) planes is one per cent larger than that of the substrate. The substrate is rigid, and one substrate spacing, which is also the height of a single step, is 0.28 nm.

(a) Use Nagai's step model to find the angle $\theta$ between the film planes and the substrate planes. In which direction does the film tilt?

(b) The extra spacing enters at discrete steps. Why are the planes inside the film straight, and does it matter if steps bunch together?

(c) Derive the tilt again from coherence alone, without reference to steps.

(d) The film and substrate are cubic, and the film has $C_{11}=120$, $C_{12}=54$ and $C_{44}=60$ GPa. What misfit between the unstrained lattices produces the stated spacing?

## Hints

1. Let $x$ point upstairs along the terraces and $z$ along the substrate's plane normal. Which translation carries the staircase into itself?
2. That translation moves a film plane onto a different film plane. Count how many planes lie between the two.
3. For (b), ask how fast an elastic disturbance of period $L$ along the interface fades with height.
4. For (c), a uniform deformation that leaves every vector in the interface unchanged has very few free parameters. See what it does to the reciprocal vector of the planes.
5. For (d), the film is free to expand along its surface normal, so the stress on that surface vanishes.

## Solution

### (a) The step model

Let $d_s$ be the substrate spacing and $d_v$ the film spacing, both measured along $z$. Define

$$\epsilon=\frac{d_v}{d_s}-1=0.01 .$$

Let each step be $m$ substrate layers high, and let $L$ be the terrace length. Going up one stair means moving $L$ along $x$ and $md_s$ along $z$, so

$$\tan\phi=\frac{md_s}{L}. \tag{1}$$

With equal terraces, the coherent structure repeats under the translation $(L,md_s)$. Number the film planes upwards and let $z_p(x)$ be the height of plane $p$. The $p$-th film layer above one terrace is carried to the $p$-th layer above the next. The next terrace starts $m$ layers higher, however, so this layer belongs to the continuous lattice plane $p+m$. Hence

$$z_{p+m}(x+L)=z_p(x)+md_s .$$

Replace $p$ by $p-m$:

$$z_p(x+L)=z_{p-m}(x)+md_s .$$

Inside the film, plane $p-m$ lies $md_v$ below plane $p$, so $z_{p-m}(x)=z_p(x)-md_v$, and

$$z_p(x+L)-z_p(x)=-m(d_v-d_s)=-m\epsilon d_s . \tag{2}$$

In words, a film plane followed upstairs has $m$ fewer film layers and $m$ more substrate layers beneath it. The film layers are thicker, so the plane sinks. An unusual gap at the interface itself does not alter this result, because the gap is the same on every terrace.

Let $\theta$ be positive when the planes sink towards $+x$. Dividing the drop by $L$ and using (1) gives

$$\tan\theta=\frac{m\epsilon d_s}{L}=\epsilon\tan\phi . \tag{3}$$

For single steps, $m=1$, the numbers are

$$L=\frac{0.28\ \text{nm}}{0.069927}=4.00\ \text{nm},\qquad \epsilon d_s=0.0028\ \text{nm},$$

$$\tan\theta=0.01\times0.069927=6.99\times10^{-4}.$$

The tilt is therefore $\theta=0.0401^\circ$, or 144 arcseconds. A film plane needs 100 terraces, a distance of 400 nm, to sink by one substrate spacing.

The direction follows from the normals. A plane that sinks towards $+x$ has the unit normal $(\sin\theta,0,\cos\theta)$, which leans upstairs. The macroscopic surface rises towards $+x$ and has the normal $\mathbf n=(-\sin\phi,0,\cos\phi)$, which leans downstairs. The angle between them is $\phi+\theta$, so the film's own miscut is $4.04^\circ$, slightly larger than the substrate's. If the film spacing were smaller than the substrate's, $\epsilon$ and the tilt would both change sign. Without a miscut there is no tilt.

### (b) Straight planes and bunched steps

Equation (2) fixes the drop over a full period, but not the shape of the plane in between. Elasticity supplies the shape. In an isotropic film without body forces, each displacement component obeys the biharmonic equation $\nabla^2\nabla^2u=0$. For a disturbance $u=g(z)e^{iqx}$, this becomes

$$\left(\frac{d^2}{dz^2}-q^2\right)^2g=0,$$

whose solutions that fade upwards are $g=(A+Bz)e^{-qz}$. The slowest to fade has $q=2\pi/L$, and thus a decay length $L/2\pi=0.64$ nm for the terraces above. Elastic anisotropy changes this length, to about 0.84 nm for the slowest mode with the constants of (d) and a miscut towards [100], but the fading remains exponential. Several such lengths above the interface, the kinks have merged into a uniform tilt. The steps on the free surface disturb a similar region below it.

A ball-and-spring film shows this on the atomic scale. Take a two-dimensional square lattice with nearest-neighbour springs of stiffness 1 and diagonal springs of stiffness 1/2. Hold the substrate atoms fixed, and give all springs attached to film atoms natural lengths 0.75 per cent greater than the substrate distances. With 14 columns per single step, the miscut is $\arctan(1/14)=4.09^\circ$. The film is 112 layers thick, and its equilibrium follows from a numerical solution of the linear force equations.

In the first film row, the local tilt between neighbouring atoms on one terrace ranges from $0.0045^\circ$ to $0.0747^\circ$. The spread of the local tilts along a row falls to about 12 per cent of the mean tilt 10 rows higher, 3 per cent 14 rows higher and 0.2 per cent 20 rows higher, where $L/2\pi$ is 2.2 rows. At mid-height, the local tilts differ from their mean by less than one part in a thousand. That mean is $0.0407^\circ$, and the spacing excess measured there is 0.995 per cent. Equation (3) gives the same tilt:

$$\frac{0.00995}{14}=7.11\times10^{-4}\ \text{rad}=0.0407^\circ .$$

Bunching changes both $m$ and $L$. At fixed $\phi$ their ratio is fixed by (1), and $m$ disappears from (3). When the spring calculation is repeated with double steps, 28 columns per step and 224 layers, it again gives $0.0407^\circ$. Wider terraces do, however, need a thicker film before the planes become straight, because the decay length grows with $L$.

### (c) Coherence without steps

Treat the interface as a flat plane with normal $\mathbf n$. Let a uniform deformation $F$ carry the substrate lattice, continued upwards, into the film lattice. Coherence means that $F$ leaves every vector in the interface unchanged. Then $F-I$ gives zero on all vectors perpendicular to $\mathbf n$, and must have the form

$$F=I+\mathbf b\,\mathbf n^{T}, \tag{4}$$

with some vector $\mathbf b$ that elasticity determines.

The substrate planes satisfy $\mathbf g_s\cdot\mathbf r=\text{integer}$, where $\mathbf g_s$ has length $1/d_s$ and points along $z$. A point $\mathbf r$ moves to $F\mathbf r$ and keeps its plane number, so $\mathbf g_f\cdot F\mathbf r=\mathbf g_s\cdot\mathbf r$ for all $\mathbf r$. This requires $F^T\mathbf g_f=\mathbf g_s$, or

$$\mathbf g_f+\mathbf n(\mathbf b\cdot\mathbf g_f)=\mathbf g_s .$$

The two reciprocal vectors differ by a multiple of $\mathbf n$, so their components in the interface are equal. For the substrate this component has length $\sin\phi/d_s$. Let $d_f$ be the film spacing perpendicular to the film planes. The film planes make the angle $\phi+\theta$ with the interface, so their component is $\sin(\phi+\theta)/d_f$. Equating the two gives

$$\sin(\phi+\theta)=\frac{d_f}{d_s}\sin\phi . \tag{5}$$

Since the components agree in direction as well as in length, the tilt lies in the plane of the miscut. Any shear contained in $\mathbf b$ affects the tilt through $d_f$ alone.

Equations (3) and (5) use different spacings. Planes inclined by $\theta$ and separated by $d_v$ along $z$ have the perpendicular separation $d_f=d_v\cos\theta=(1+\epsilon)d_s\cos\theta$. Inserting this in (5) and expanding the sine gives

$$\sin\phi\cos\theta+\cos\phi\sin\theta=(1+\epsilon)\cos\theta\sin\phi .$$

Division by $\cos\phi\cos\theta$ leaves

$$\tan\phi+\tan\theta=(1+\epsilon)\tan\phi,$$

which is (3). The step model and the coherent continuum are thus the same statement about the mean lattice. If the one per cent is instead taken as the perpendicular excess, (5) still gives $0.0401^\circ$. The two definitions of the excess differ by about $\theta^2/2\approx2\times10^{-7}$, which is negligible beside 0.01.

### (d) The bulk misfit

Let $f$ be the relative excess of the film's unstrained lattice parameter over the substrate's. First take $\phi=0$ and small strains. To fit the substrate, the film is compressed in both in-plane directions, with elastic strain $-f$ in each. Let $e_z$ be its elastic strain along the normal. The free surface carries no normal stress:

$$\sigma_{zz}=C_{11}e_z+2C_{12}(-f)=0,
\qquad e_z=\frac{2C_{12}}{C_{11}}f .$$

The spacing excess over the substrate is the natural excess plus this elastic expansion:

$$\epsilon=f+e_z=f\left(1+\frac{2C_{12}}{C_{11}}\right). \tag{6}$$

The bracket is $1+108/120=1.90$, so $f=0.01/1.90=0.526$ per cent.

On the miscut surface, $\mathbf b$ must minimise the elastic energy density $\tfrac12 e_{ij}C_{ijkl}e_{kl}$, where

$$e_{ij}=\tfrac12(b_in_j+n_ib_j)-f\delta_{ij}.$$

Take the miscut towards [100]. Numerical minimisation with the full cubic elastic tensor, combined with a root search for $f$, gives 0.528 per cent for a one per cent excess. The relative change from (6) is 0.3 per cent. It is small because a miscut of $+\phi$ and one of $-\phi$ are mirror images, so the correction to (6) starts at order $\phi^2=0.005$. Both values come from small-strain elasticity. With the finite (Green–Lagrange) strain referred to the film's own lattice, they become 0.528 and 0.529 per cent, a shift as large as the miscut correction, so the third digit of $f$ is uncertain by about one unit.

### Comparison with real layers

These round parameters lie in the rough regime of indium gallium arsenide with somewhat less than a tenth indium, grown on miscut gallium arsenide. The calculated tilt of $0.04^\circ$ applies to such a layer while it remains coherent. The assumption to check first is coherence, since thick layers can form misfit dislocations; the second variation finds the thickness and the size of the effect. Cooling matters less. With an assumed thermal expansion difference of $10^{-7}\ \text{K}^{-1}$ and a temperature change of 600 K, the misfit changes by $6\times10^{-5}$. This is 1.1 per cent of $f$, and it changes the tilt by the same fraction.

## Variation 1: one per cent bulk misfit

Suppose that the unstrained lattices, rather than the strained spacings, differ by one per cent. Keep the miscut and elastic constants fixed.

Equation (6) gives $\epsilon\approx1.90$ per cent. The energy minimisation on the miscut surface gives 1.89 per cent, and from (3)

$$\tan\theta\approx0.0189\times0.0699=1.32\times10^{-3},
\qquad \theta\approx0.076^\circ .$$

Using the bulk misfit directly in (3) would give $0.040^\circ$, little more than half of this. The word "strained" in the original problem therefore matters: the one per cent there describes the film's spacing after the film has been strained to fit the substrate.

## Variation 2: the film begins to relax

Return to $f=0.528$ per cent. Suppose that misfit dislocations appear with Burgers vector $\tfrac a2[101]$ and lines along $[110]$, where $a$ is the cubic lattice parameter. When does their tilt rival that of the steps, and how thick must the film be before they are favourable?

Take the Burgers length as $b=0.40$ nm. The component in the interface and across the line is $b_e=b/2=0.20$ nm, which relieves misfit. The component out of the interface is $b_u=b/\sqrt2=0.283$ nm, which offsets the planes vertically. With $\rho$ lines per unit length, the misfit relieved in the direction across the lines is $\rho b_e$. If all vertical components have the same sign, the array tilts the film by $\tan\theta_d=\rho b_u$. For a relieved fraction $r$, $\rho=rf/b_e$, so

$$\tan\theta_d=rf\frac{b_u}{b_e}=\sqrt2\,rf .$$

For this single array, full relief of the misfit across its lines, $r=1$, gives $0.43^\circ$, about ten times the step tilt. An equally dense crossed array, also with vertical components of one sign, tilts the film about a perpendicular axis, and the combined tilt is $\sqrt2$ times larger. With the step tilt held at its coherent value, the tilt of the single array equals it in size at

$$r=\frac{6.99\times10^{-4}}{\sqrt2\times0.00528}=0.094 .$$

The dislocation tilt is about the line direction, so it need not lie in the plane of the miscut. If the vertical components occur equally with both signs, their mean tilt cancels.

For the thickness, use an isotropic estimate with shear modulus $G$ and Poisson ratio $\nu=C_{12}/(C_{11}+C_{12})=0.31$. Two crossed arrays, each of density $\rho$, reduce both in-plane strains. The energy per area of a film of thickness $h$ is

$$E=M(f-\rho b_e)^2h+2\rho W,\qquad M=2G\frac{1+\nu}{1-\nu}.$$

The line energy is estimated as

$$W=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),$$

where $\beta=60^\circ$ is the angle between the Burgers vector and the line, and the added 1 stands for the core. The first dislocations become favourable when $dE/d\rho=0$ at $\rho=0$. This gives $-2Mfb_eh+2W=0$, or

$$h_c=\frac{b^2(1-\nu\cos^2\beta)}{8\pi(1+\nu)fb_e}\left(\ln\frac{h_c}{b}+1\right).$$

Solving numerically gives $h_c\approx21$ nm. The crystal is not isotropic, however. With its own biaxial modulus, $M=C_{11}+C_{12}-2C_{12}^2/C_{11}=125$ GPa, and a shear modulus in $W$ between $(C_{11}-C_{12})/2=33$ GPa and $C_{44}=60$ GPa, the same energy balance gives 21 to 44 nm; the anisotropic line energy of this dislocation gives about 30 nm. The core term is also uncertain: replacing the added 1 by values between 0 and 1.9 moves the isotropic estimate between about 15 and 26 nm. These are energy estimates: a film can remain coherent at greater thickness if dislocations are slow to form or move. Well below about 15 nm, the coherent step model is the appropriate description in this estimate. In thicker films, a measured tilt cannot be assigned to the steps without knowing how far the film has relaxed.
